\section*{One-centre Hartree and exchange-correlation strengths in PAW on a radial grid}

\section{Result and scope}

For one atom in the projector augmented-wave (PAW) method, let $\rho_{ij}$ be the symmetric matrix of partial-wave occupations. The Hartree and exchange-correlation (xc) part of the one-centre strengths is
\begin{align}
D_{ij}=\sum_{LM}G^{LM}_{ij}\Big\{&\int_0^R u_iu_j\,v_{LM}\,dr-\int_0^R\tilde u_i\tilde u_j\,\tilde v_{LM}\,dr\nonumber\\
&-q^L_{ij}\int_0^R g_L\,\tilde v^{H}_{LM}\,r^2dr\Big\},
\label{eq:D}
\end{align}
with $v=v^H+v^{xc}$, and it is the derivative $\partial E/\partial\rho_{ij}$ of
\begin{equation}
E=E_H[n^1]+E_{xc}[n^1+n_c]-E_H[\tilde n^1+\hat n]-E_{xc}[\tilde n^1+\tilde n_c].
\label{eq:E}
\end{equation}

Hartree atomic units and real spherical harmonics $S_{LM}$ are used. The functional is a non-spin-polarized local density approximation (LDA). The partial waves are $\phi_i=u_i(r)S_i/r$. Their smooth partners $\tilde\phi_i=\tilde u_i(r)S_i/r$ equal them for $r\ge r_c$, as the smooth core density $\tilde n_c$ equals the frozen core density $n_c$. All integrals run over a sphere of radius $R\ge r_c$. The angular coefficients are $G^{LM}_{ij}=\int S_{LM}S_iS_j\,d\Omega$.

The compensation charge $\hat n$ enters the Hartree energy but not the xc energy. If it is instead included in both, $\tilde v^{xc}$ is evaluated for $\tilde n^1+\hat n+\tilde n_c$ and the last term of (\ref{eq:D}) contains $\tilde v^H+\tilde v^{xc}$.

The full nonlocal strengths have further parts. Kinetic terms and the Coulomb terms of the nucleus and frozen core are linear in $\rho_{ij}$, so their coefficients are computed once. The smooth potential on the regular grid acts on $\hat n$ and gives another term, computed outside the sphere routine.

\section{Derivation}

\subsection{Densities}

The all-electron one-centre density is $n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j$, summed over ordered pairs. Since $S_iS_j=\sum_{LM}G^{LM}_{ij}S_{LM}$, its components are
\begin{equation}
p_{LM}(r)\equiv r^2n_{LM}(r)=\sum_{ij}\rho_{ij}G^{LM}_{ij}u_iu_j .
\label{eq:p}
\end{equation}
The triangle rule makes $G^{LM}_{ij}$ vanish for $L>l_i+l_j$, so the sum is finite. The smooth density has $\tilde u$ in place of $u$.

The compensation charge restores the multipoles lost in smoothing:
\begin{align}
q^L_{ij}&=\int_0^{r_c}(u_iu_j-\tilde u_i\tilde u_j)\,r^L\,dr,\\
\hat n_{LM}&=g_L\sum_{ij}\rho_{ij}G^{LM}_{ij}q^L_{ij},\qquad \int_0^{r_c}g_L\,r^{L+2}dr=1 .
\label{eq:nhat}
\end{align}
Hence $\int r^{L+2}(n_{LM}-\tilde n_{LM}-\hat n_{LM})\,dr=0$ for any $\rho$.

\subsection{Derivative of the energy}

With the entries of $\rho$ treated as independent,
\begin{align}
\frac{\partial n^1}{\partial\rho_{ij}}&=\phi_i\phi_j,\\
\frac{\partial(\tilde n^1+\hat n)}{\partial\rho_{ij}}&=\tilde\phi_i\tilde\phi_j+\sum_{LM}G^{LM}_{ij}q^L_{ij}g_LS_{LM}.
\end{align}
The Hartree energy is $E_H[n]=\frac12\iint n(\mathbf r)n(\mathbf r')/|\mathbf r-\mathbf r'|$. Its two equal variations cancel the factor $\frac12$, so $\delta E_H=\int v^H\delta n$. Likewise $\delta E_{xc}=\int v^{xc}\delta n$. For any potential,
\begin{equation}
\int\phi_i\phi_jv\,d^3r=\int\!dr\,u_iu_j\!\int\!d\Omega\,S_iS_jv=\sum_{LM}G^{LM}_{ij}\int u_iu_jv_{LM}\,dr,
\end{equation}
where $v_{LM}=\int S_{LM}v\,d\Omega$ and the $r^2$ of the volume element has cancelled the $1/r^2$ of the waves. Inserting the variations into (\ref{eq:E}) gives (\ref{eq:D}). The xc potential contains arbitrarily high $L$, but the triangle rule removes every component with $L>l_i+l_j$ from $D_{ij}$.

\subsection{Hartree potential}

The expansion
\begin{equation}
\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}S_{LM}(\Omega)S_{LM}(\Omega')
\end{equation}
gives
\begin{equation}
v^H_{LM}(r)=\frac{4\pi}{2L+1}\Big[r^{-L-1}\!\int_0^r\!p_{LM}r'^L\,dr'+r^L\!\int_r^R\!p_{LM}r'^{-L-1}dr'\Big].
\label{eq:vH}
\end{equation}
For the smooth potential, $p_{LM}$ includes $r^2\hat n_{LM}$.

\section{Discretization}

\subsection{Grid and weights}

Take $r_k=a(e^{hk}-1)$, $k=0,\dots,N$, with $h=\ln(1+R/a)/N$. In the variable $x=hk$, $dr/dx=a+r$. The trapezoidal sum $T$ of a smooth $f(x)$ exceeds its integral $I$ by
\begin{equation}
T-I=\frac{h^2}{12}\,[f'(x_N)-f'(x_0)]+O(h^4).
\label{eq:EM}
\end{equation}
At the outer end, $hf'_N=\frac12(3f_N-4f_{N-1}+f_{N-2})+O(h^3)$. Subtracting $h^2f'_N/12$ changes the last three coefficients to
\begin{equation}
\tfrac12-\tfrac18=\tfrac38,\qquad 1+\tfrac16=\tfrac76,\qquad 1-\tfrac1{24}=\tfrac{23}{24},
\end{equation}
counted inward. The inner end gives the same values by reflection. With $e_k$ denoting these coefficients, and $e_k=1$ elsewhere, the radial weights are $w_k=s_ke_k$, where $s_k=h(a+r_k)$. The node $r_0=0$ is dropped because the integrands vanish there: $p_{LM}$ starts at least as $r^{L+2}$.

\subsection{Symmetric Coulomb sums}

Equation (\ref{eq:vH}) becomes, with $LM$ suppressed on $v$ and $p$,
\begin{align}
v_k={}&\frac{4\pi}{2L+1}\Big[r_k^{-L-1}\Big(\sum_{m<k}w_mp_mr_m^L+\tfrac12w_kp_kr_k^L\Big)\nonumber\\
&+r_k^L\Big(\tfrac12w_kp_kr_k^{-L-1}+\sum_{m>k}w_mp_mr_m^{-L-1}\Big)\Big]-\frac{\pi}{3}\frac{s_k^2p_k}{r_k^2}.
\label{eq:disc}
\end{align}

The last term corrects the kink of the kernel at $r'=r_k$. Applying (\ref{eq:EM}) on each side of an interior node leaves an excess $(h^2/12)[f'(x_k^-)-f'(x_k^+)]$. Here $f=\frac{4\pi}{2L+1}\kappa\,p\,(dr'/dx')$ with $\kappa=r_<^L/r_>^{L+1}$. Only $\kappa$ has a discontinuous slope:
\begin{equation}
\frac{\partial\kappa}{\partial r'}\Big|_{r_k^-}-\frac{\partial\kappa}{\partial r'}\Big|_{r_k^+}=\frac{L}{r_k^2}+\frac{L+1}{r_k^2}=\frac{2L+1}{r_k^2}.
\end{equation}
One factor $dr/dx$ comes from the integrand and one from differentiating with respect to $x$. The excess is therefore
\begin{equation}
\frac{h^2}{12}\,\frac{4\pi}{2L+1}\,\frac{2L+1}{r_k^2}\,p_k(a+r_k)^2=\frac{\pi}{3}\frac{s_k^2p_k}{r_k^2},
\end{equation}
which is independent of $L$ and is subtracted.

Near either end the kink falls within the three-point end formula, and at $k=N$ there is no interior kink although the correction is still applied. The potential then has an $O(h^2)$ error at a fixed number of nodes. Each node has a weight of order $h$, so at the outer end this source gives an $O(h^3)$ error in the all-electron and in the smooth integrals taken separately. At the inner end it is further multiplied by $u_iu_j=O(h^2)$. The local error is proportional to $p_k$, and near the outer end the waves and densities of the two sets agree to leading order, so the $O(h^3)$ terms cancel in the net $D_{ij}$. For $R=r_c$ the $O(h^4)$ error of the quadrature remains.

\subsection{The discrete derivative}

Write (\ref{eq:disc}) as $v_k=\sum_mK_{km}w_mp_m-c_kp_k$ with $K_{km}=K_{mk}$, and define $E_H=\frac12\sum_kw_kp_kv_k$. Then
\begin{align}
\delta E_H&=\tfrac12\sum_kw_kv_k\delta p_k+\tfrac12\sum_kw_kp_k\Big(\sum_mK_{km}w_m\delta p_m-c_k\delta p_k\Big)\nonumber\\
&=\tfrac12\sum_kw_kv_k\delta p_k+\tfrac12\sum_mw_m\delta p_m\Big(\sum_kK_{mk}w_kp_k-c_mp_m\Big)\nonumber\\
&=\sum_kw_kv_k\delta p_k .
\end{align}
The discrete strengths are thus exact derivatives of the discrete Hartree energy, apart from rounding, provided that the same $w_k$ and $q^L_{ij}$ are used in both. A cumulative rule with an unsymmetric kernel lacks this property.

For xc, let $W_a$ be angular weights and $\varepsilon_{xc}$ the xc energy per electron. The discrete energy is $\sum_{ka}w_kr_k^2W_a\,n_{ka}\varepsilon_{xc}(n_{ka})$, and
\begin{align}
\frac{\partial E_{xc}}{\partial\rho_{ij}}&=\sum_{ka}w_kr_k^2W_a\,v^{xc}_{ka}\,\frac{u_iu_j}{r_k^2}\sum_{LM}G^{LM}_{ij}S_{LM}(\Omega_a)\nonumber\\
&=\sum_{LM}G^{LM}_{ij}\sum_kw_ku_iu_j\sum_aW_aS_{LM}(\Omega_a)v^{xc}_{ka}.
\label{eq:xcd}
\end{align}
The last sum over $a$ is the discrete $v^{xc}_{LM}$. This identity holds on any angular grid, however coarse.

\section{Algorithm and cost}

\begin{verbatim}
once:  r, w, s, G, q, g, S(LM,a), W(a)
input: rho
D = 0
for set in (AE, smooth):
    sign = +1 for AE, -1 for smooth
    u = waves of this set
    p(LM,k) = sum_ij rho_ij G(LM,ij) u_i u_j
    n(k,a)  = sum_LM p(LM,k) S(LM,a)/r_k^2 + core
    vx(k,a) = LDA potential of n(k,a)
    vX(LM,k) = sum_a W_a S(LM,a) vx(k,a)
    if smooth:
        Q(LM) = sum_ij rho_ij G(LM,ij) q(L,ij)
        p(LM,k) += Q(LM) g(L,k) r_k^2
    vH(LM,k) = symmetric Coulomb sums - kink term
    I(LM,ij) = sum_k w_k u_i u_j (vH + vX)
    if smooth:
        I(LM,ij) += q(L,ij) sum_k w_k r_k^2 g(L,k) vH
    D_ij += sign * sum_LM G(LM,ij) I(LM,ij)
\end{verbatim}

The xc density is formed before the compensation charge is added. The integrals $I$ depend on the radial shells of $i$ and $j$, not on their magnetic indices, and need be stored once per shell pair.

Let there be $N_\Omega$ angular points, $n_s$ radial shells and $n_L$ components $LM$. The running Coulomb sums cost $O(Nn_L)$, the radial contractions $O(Nn_s^2n_L)$, and the transforms to and from the angular grid $O(NN_\Omega n_L)$. The transforms outweigh the radial contractions when $N_\Omega\gg n_s^2$. The functional must also be evaluated at all $NN_\Omega$ points; this costs $O(NN_\Omega)$ with a large prefactor from roots and logarithms, and it can take longer than the transforms, which are plain matrix products. In the example below, $N_\Omega=1152$ and $n_s^2=16$.

\section{Validation by finite differences}

To keep $\rho$ symmetric, an off-diagonal step moves both $\rho_{ij}$ and $\rho_{ji}$ by $\delta/2$. The slope is then $\frac12(D_{ij}+D_{ji})=D_{ij}$. Moving both by $\delta$ would give $2D_{ij}$. A diagonal entry moves by $\delta$. The estimate is
\begin{equation}
D_{ij}\simeq\frac{E(\rho+\Delta)-E(\rho-\Delta)}{2\delta}.
\end{equation}
The Hartree energy is quadratic in $\rho$, so its even term cancels and no step error remains. The xc estimate has a leading error $\delta^2E'''/6$, where the primes denote derivatives along the step, provided that the density stays positive.

Differences on the same grid test consistency, not accuracy. Equation (\ref{eq:xcd}) uses the same $G$, $S_{LM}$ and $W_a$ on both sides, so too few angular points, or a wrong table $G$ that is still symmetric in $i$ and $j$, pass unnoticed. The numerical check therefore also differentiates an independent energy, built from nested Gauss integration over $r'<r$ for Hartree and from other radial and angular grids for xc. It checks $G$ separately by expanding products of harmonics at unrelated directions.

\section{Worked example}

The example is a model centre with round parameters. The waves are the hydrogenic $2s$, $3s$, $2p$ and $3d$ functions of a charge $Z=3$, normalized over all space, which gives ten channels and $L\le4$. The core density is $n_c=(2Z^3/\pi)e^{-2Zr}$, and $r_c=1.2$ bohr. Inside $r_c$ each smooth wave is $r^{l+1}\sum_{j=0}^3c_jr^{2j}$, matched in value and three derivatives; the smooth core has the same form without the prefactor. The compensation shape is
\begin{equation}
g_L=\frac{(2L+3)(2L+5)(2L+7)}{8r_c^{2L+3}}\,r^L\Big(1-\frac{r^2}{r_c^2}\Big)^2,\qquad r<r_c .
\end{equation}
Slater exchange and Perdew--Wang correlation are used, with $N=300$, $a=0.1$ bohr and $R=r_c$.

The matrix is $\rho_{ij}=\sum_nf_nc_{ni}c_{nj}+0.05\,\delta_{ij}$, with the three occupations $f_n$ and projection vectors listed in the output. For instance, $\rho_{2p_z,2p_z}=2(0.2)^2+2(0.8)^2+0.05=1.41$. The sphere holds 0.845 valence electrons in the all-electron density and 0.714 in the smooth one; the compensation charge supplies the missing 0.132.

For the $2s,2s$ element, in hartree,
\begin{align}
D^H&=0.118363-0.060207-0.045140=0.013016,\\
D^{xc}&=-0.125979+0.043457=-0.082522,\\
D&=0.013016-0.082522=-0.069506,
\end{align}
or $-1.891$ eV. The moment term removes more than three quarters of the difference between the first two Hartree terms. It cannot be treated as a small correction here.

The all-electron Hartree element of $2p_z,2p_z$ is $0.255428$ from $L=0$ plus $0.008903$ from $L=2$, in total $0.264331$ hartree. Odd $L$ vanish by parity and $L=4$ by the triangle rule. The $L=0$ part is common to all $2p$ channels, so the $2p_x$ value $0.253977$ implies an $L=2$ part of $-0.001451$ hartree. The quadrupole potential splits the channels according to the orientation of the charge.

Over all 55 pairs, the strengths agree with differences of the independent energy to $1.1\times10^{-8}$ hartree for Hartree and $4.9\times10^{-10}$ hartree for xc. Halving the step from 0.04 to 0.02 reduces the all-electron xc difference error of $2s,2p_z$ by a factor 4.000, as the $\delta^2$ law requires. Without the kink term, the largest all-electron Hartree error rises from $1.6\times10^{-8}$ to $3.2\times10^{-6}$ hartree.

\section{Stability and failure modes}

\paragraph{Coarse angular grid.} With two Gauss points in $\cos\theta$ and four azimuths at $45^\circ$, $135^\circ$, $225^\circ$ and $315^\circ$, $\cos^2\theta=1/3$ at every point. The $3d_{z^2}$ function, proportional to $3\cos^2\theta-1$, vanishes there. Its all-electron xc strength becomes zero instead of $-0.0072$ hartree. Same-grid differences nevertheless agree with the strengths to $8.4\times10^{-12}$ hartree, while the largest all-electron xc error is $9.2\times10^{-3}$ hartree. With 32 points (four Gauss points and eight equally spaced azimuths starting at $22.5^\circ$) that error is $3.6\times10^{-5}$ hartree.

The corresponding net errors are smaller, $3.5\times10^{-4}$ and $6.5\times10^{-6}$ hartree. The net error is the difference of the all-electron and smooth errors. For the diagonal $3d_{z^2}$ element on the 8-point grid both strengths vanish, because the angular factor is zero at every point. The two errors are then $0.007241$ and $0.006905$ hartree, and only $3.4\times10^{-4}$ hartree remains in the net strength. The $3d_{x^2-y^2}$ function also vanishes on this grid, since $\cos2\varphi=0$ at all four azimuths, and its diagonal element gives the largest net error, $3.5\times10^{-4}$ hartree.

\paragraph{Missing or inconsistent compensation.} Omitting the moment term gives a Hartree error of up to 0.045 hartree in this example. A second check is the choice of $R$. Beyond $r_c$ the waves, core densities and potentials of the two sets agree, so their integrals cancel. Charge outside $r_c$ adds the same $c_{LM}r^L$ to both potentials inside, and the net effect is
\begin{equation}
\sum_{LM}G^{LM}_{ij}c_{LM}\Big[\int_0^{r_c}(u_iu_j-\tilde u_i\tilde u_j)r^Ldr-q^L_{ij}\Big]=0 .
\end{equation}
Raising $R$ from 1.2 to 1.8 bohr, with $N$ raised from 300 to 350, changes the all-electron Hartree strengths by up to 0.73 hartree, but the net ones by at most $4.6\times10^{-8}$ hartree. Without compensation the net change reaches 0.067 hartree.

\paragraph{Small or negative density.} A positive semidefinite $\rho$ and positive core densities guarantee a positive argument for the LDA. A mixed or extrapolated $\rho$ need not be positive semidefinite. Near zero density the exchange potential varies as $n^{1/3}$, whose slope diverges, and the $\delta^2$ law can fail.

\paragraph{Powers of the radius.} The factors $r^{-L-1}$ grow rapidly at the first nodes. The separate powers cost no relative accuracy while they stay within the floating-point range. If $r_1^{L+1}$ approaches underflow, which in double precision needs a very high $L$ or an extremely small first radius, the Coulomb sums should be accumulated with ratios $r_</r_>\le1$. Accumulating the outer sum from $R$ inward avoids subtracting nearly equal totals.

\paragraph{Other functionals.} A gradient-dependent functional also varies through $\nabla n$. Equation (\ref{eq:xcd}) then lacks terms, and the discrete gradient must be differentiated consistently with the energy.

\section*{Numbers as computed}
\begin{verbatim}
Model charge Z = 3.0; r_c = 1.2 bohr; channels = 10; L max = 4
Radial points = 300; a = 0.1 bohr; h = 0.008550
Angular points: algorithm 1152, reference 1568
Channel order: 2s 3s 2py 2pz 2px 3dxy 3dyz 3dz2 3dxz 3dx2-y2
occupation 2, projections: 0.9 0.1 0.0 0.2 0.0 0.0 0.0 0.1 0.0 0.0
occupation 2, projections: 0.1 0.0 0.0 0.8 0.1 0.0 0.0 0.1 0.1 0.0
occupation 1, projections: 0.0 0.1 0.2 0.0 0.7 0.1 0.0 0.0 0.0 0.1
Diagonal background in rho = 0.05; trace rho = 4.1600
Core density at r_c = 0.012833 bohr^-3
Core density at 0: true 17.1887, smooth 0.3009 bohr^-3
Valence charge in sphere: true 0.845428, smooth 0.713651 electrons
Hartree D (hartree): pair, AE, smooth, compensation, net
  2s,2s: 0.118363 0.060207 0.045140 0.013016
  2s,3s: 0.065636 0.035704 0.023009 0.006923
  2s,2pz: 0.003196 0.003265 -0.000507 0.000438
  2pz,2pz: 0.264331 0.240496 0.019402 0.004433
  2px,2px: 0.253977 0.230956 0.019006 0.004014
  3dz2,3dz2: 0.009616 0.009448 0.000133 0.000035
XC D (hartree): pair, AE, smooth, net
  2s,2s: -0.125979 -0.043457 -0.082522
  2s,3s: -0.068909 -0.025732 -0.043176
  2s,2pz: -0.003207 -0.003100 -0.000106
  2pz,2pz: -0.211988 -0.174816 -0.037172
  2px,2px: -0.201423 -0.164026 -0.037397
  3dz2,3dz2: -0.007241 -0.006905 -0.000336
Net Hartree + XC D: pair, hartree, eV
  2s,2s: -0.069506 -1.8914
  2s,3s: -0.036253 -0.9865
  2s,2pz: 0.000331 0.0090
  2pz,2pz: -0.032739 -0.8909
  2px,2px: -0.033382 -0.9084
  3dz2,3dz2: -0.000301 -0.0082
AE Hartree D(2pz,2pz), L = 0: 0.255428 hartree
AE Hartree D(2pz,2pz), L = 2: 0.008903 hartree
Largest multipole mismatch = 1.4e-16 a.u.
Relative Poisson residual = 7.3e-09
Independent differences, max error: Hartree 1.1e-08, XC 4.9e-10 hartree
Hartree error if moment term is omitted = 0.045140 hartree
Same-grid Hartree difference error = 2.4e-15 hartree
AE Hartree error: plain 3.2e-06, corrected 1.6e-08 hartree
AE XC (2s,2pz) step error: 0.04 -> 3.16e-08, 0.02 -> 7.90e-09 hartree
Step-error ratio = 4.000
Coarse angular grids, XC (hartree): points, difference error, AE error, net error
  8: 8.4e-12 9.20e-03 3.46e-04
  32: 2.3e-11 3.57e-05 6.54e-06
Radius 1.2 -> 1.8 bohr, max change of D in hartree:
  net Hartree 4.6e-08, net XC 2.2e-10
  AE Hartree alone 0.725733, net without compensation 0.067169
\end{verbatim}
